# Why cubic magnetic anisotropy begins at fourth order in spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

## Two derivations of the fourth-order rule

### The question

A magnetic bit keeps its state because its energy depends on the direction of its magnetization. Exchange aligns the spins with one another but is indifferent to their common direction relative to the crystal. Spin-orbit coupling ties that direction to the orbitals, and through them to the lattice.

Take a spin-orbit constant $\xi=0.05$ eV and an exchange splitting $\Delta=3.5$ eV. Second-order perturbation theory suggests an energy of size $\xi^2/\Delta\approx7\times10^{-4}$ eV per ion. For the cubic ion treated below, the anisotropy constant is instead about $7\times10^{-7}$ eV, a thousand times smaller. The second-order energy is present, but it is the same for every direction.

Let the unit vector $\mathbf n$ be the spin direction and write

$$H(\mathbf n)=H_0(\mathbf n)+\xi V,\qquad V=\sum_a \mathbf l(a)\cdot\mathbf s(a),$$

where $a$ labels electrons and angular momenta are in units of $\hbar$. The assumptions are these.

1. $H_0(\mathbf n)$ contains the orbital energies, the Coulomb repulsion and an exchange field along $\mathbf n$. Changing $\mathbf n$ rotates all spins together and does nothing else, and $H_0(\mathbf n)$ is unchanged by a spin rotation about $\mathbf n$. The exchange field does not readjust when $\xi$ is switched on.
2. The ground state of $H_0$ is nondegenerate, with a gap large compared with $\xi$.
3. The orbital part has the symmetry of a cube, including its fourfold rotations.

The result is that the terms of order $\xi$, $\xi^2$ and $\xi^3$ do not depend on $\mathbf n$, while

$$E_4(\mathbf n)=c+\kappa_4 Q,\qquad Q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 .$$

Here $E(\mathbf n)=\sum_k\xi^kE_k(\mathbf n)$. The usual cubic constant $K_1$ is the coefficient of $Q$ in the whole energy, so $K_1=\kappa_4\xi^4+\kappa_5\xi^5+\dots$

### First derivation: counting rotations

Let $U$ rotate all spins so that the $z$ axis goes to $\mathbf n$, and let $R$ be the corresponding $3\times3$ matrix. Its columns are $\mathbf e_1,\mathbf e_2,\mathbf n$, a right-handed set. Then $U^\dagger s_iU=\sum_jR_{ij}s_j$, and

$$U^\dagger H(\mathbf n)U=H_0(\hat{\mathbf z})+\xi\sum_a\sum_{ij}R_{ij}\,l_i(a)s_j(a).$$

All dependence on $\mathbf n$ now sits in the perturbation, once per factor of $\xi$.

Since the ground state $|0\rangle$ of $H_0(\hat{\mathbf z})$ is nondegenerate, it is a fixed state, and ordinary perturbation theory applies. With $V'$ the rotated coupling and $\mathcal R=\sum_{m\neq0}|m\rangle\langle m|/(\varepsilon_0-\varepsilon_m)$,

$$E_k=\langle0|V'|\psi_{k-1}\rangle,\qquad |\psi_k\rangle=\mathcal R\Big[V'|\psi_{k-1}\rangle-\sum_{j=1}^{k-1}E_j|\psi_{k-j}\rangle\Big],$$

with $|\psi_0\rangle=|0\rangle$. If $|\psi_j\rangle$ contains $j$ factors of $V'$ for all $j<k$, then $E_j$ contains $j$ factors for all $j\le k$, and every term of $|\psi_k\rangle$ contains $k$. By induction, $E_k$ is a sum of products of $k$ elements of $R$, with coefficients independent of $\mathbf n$.

The choice of $\mathbf e_1,\mathbf e_2$ cannot matter, because $H_0(\hat{\mathbf z})$ is unchanged by spin rotations about $z$. Put $\mathbf e_\pm=\mathbf e_1\pm i\mathbf e_2$. Turning the pair about $\mathbf n$ multiplies $\mathbf e_+$ and $\mathbf e_-$ by opposite phases, so the surviving products contain equally many of each. They can be paired by

$$(e_+)_i(e_-)_j=\delta_{ij}-n_in_j-i\sum_k\epsilon_{ijk}n_k .$$

The first two terms are the completeness relation of the three columns, and the last is $\mathbf e_1\times\mathbf e_2=\mathbf n$. Two elements of $R$ become a polynomial of degree at most two in $\mathbf n$. Therefore $E_k$ is a polynomial of degree at most $k$.

On the unit sphere such a polynomial contains only spherical harmonics of rank $l\le k$. The reason is that a homogeneous polynomial of degree $d$ splits into a solution of Laplace's equation and $n^2$ times a polynomial of degree $d-2$. Since $n^2=1$, the argument repeats on the remainder.

The bound can be seen at work without any spatial symmetry. Take three electrons in five orbitals with levels 0, 0.3, 0.6, 3.0 and 3.4, randomly mixed, and exchange splitting 8, all in one arbitrary unit. The largest rank-$k$ contributions at orders $k=1$ to 4 are 0.30, 0.083, 0.033 and 0.015. Parts of rank $k+1$ to 7 were tested and are below $10^{-9}$.

Cubic symmetry enters last. A joint rotation $g$ of orbitals and spins leaves $\mathbf l\cdot\mathbf s$ and the orbital energies unchanged and turns $\mathbf n$ into $g\mathbf n$, so $E(g\mathbf n)=E(\mathbf n)$. This holds order by order in $\xi$.

The number of invariant functions of rank $l$ is the average over the group of the trace $\chi_l(\varphi)=\sum_{m=-l}^{l}\cos m\varphi$. The cube has the identity, eight rotations by $120^\circ$, three by $180^\circ$ about cube axes, six by $90^\circ$, and six by $180^\circ$ about face diagonals. In this order,

$$\begin{aligned}
l=1:&\quad(3+0-3+6-6)/24=0,\\
l=2:&\quad(5-8+3-6+6)/24=0,\\
l=3:&\quad(7+8-3-6-6)/24=0,\\
l=4:&\quad(9+0+3+6+6)/24=1.
\end{aligned}$$

Orders one to three are therefore constant, and order four may contain one anisotropic function. Since $\sum_in_i^4=1-2Q$, the quartic cubic polynomials reduce to $Q$ and a constant. The average of $n_x^2n_y^2$ over the sphere is $1/15$, so $Q$ averages to $1/5$ and the pure rank-4 function is proportional to $1-5Q$.

If a cubic crystal has neither fourfold rotations nor fourfold rotations combined with inversion, $n_xn_yn_z$ is also invariant and has rank three. The combined operations count because inversion leaves a spin direction unchanged. Time reversal reverses $\mathbf l$, $\mathbf s$ and $\mathbf n$, so $E(-\mathbf n)=E(\mathbf n)$ when the orbital part is even under it, and this odd function is then excluded.

### The same count for a free spin

An isolated ion has no exchange field to pin its spin. Suppose its ground level is an orbital singlet with total spin $S$. Without spin-orbit coupling its Hamiltonian is a spin scalar, and each $V$ is a vector in spin space. The order-$k$ effective Hamiltonian within the $2S+1$ states therefore has spin rank at most $k$. An operator on $2S+1$ states also has rank at most $2S$. The table above then says that cubic splitting requires fourth order and $S\geq2$.

For $S=5/2$ the rank-4 cubic operator has diagonal elements $60\beta,-180\beta,120\beta$ for $|m|=5/2,3/2,1/2$, where $\beta$ is a strength. Its remaining elements change $m$ by four, so they mix $\pm5/2$ with $\mp3/2$ and leave $\pm1/2$ alone.

The six states form a quartet and a doublet. The pair $\pm1/2$ cannot be the doublet, since the other four states would then share one energy and have equal diagonal elements. The quartet therefore lies at $120\beta$, and the zero trace puts the doublet at $-240\beta$. A spin fully aligned along $[001]$ has energy $60\beta$, hence $60\beta(1-5Q)$ along $\mathbf n$, and

$$K_1=-300\beta=-\tfrac56\,(E_{\rm quartet}-E_{\rm doublet}).$$

### Second derivation: direct expansion for a filled shell

The second route starts from an explicit model. Five electrons fill the majority-spin $d$ shell. The orbital energy matrix $h$ is 0 for the three $t_{2g}$ orbitals and $D$ for the two $e_g$ orbitals. Exchange puts majority levels at $-\Delta/2$ and minority levels at $+\Delta/2$, with $|D|<\Delta$.

Let $L_{\mathbf n}=\mathbf n\cdot\mathbf L$ and $L_+=\mathbf e_+\cdot\mathbf L$. Since $\mathbf L\cdot\mathbf s=L_{\mathbf n}s_{\mathbf n}+\tfrac12(L_+s_-+L_-s_+)$, the majority block $A$, minority block $B$ and coupling $W$ from majority to minority are

$$A=h-\tfrac{\Delta}{2}+\tfrac{\xi}{2}L_{\mathbf n},\quad B=h+\tfrac{\Delta}{2}-\tfrac{\xi}{2}L_{\mathbf n},\quad W=\xi w,\quad w=\tfrac12L_+ .$$

Write the occupied space as vectors with majority part $u$ and minority part $Xu$. It is invariant under $H$ if some matrix $M$ satisfies $A+W^\dagger X=M$ and $W+BX=XM$. Eliminating $M$ gives

$$W+BX-XA-XW^\dagger X=0,\qquad E=\operatorname{tr}M=\operatorname{tr}A+\operatorname{tr}W^\dagger X .$$

Because $\operatorname{tr}L_{\mathbf n}=0$, $\operatorname{tr}A$ is independent of $\xi$ and of $\mathbf n$.

Let $G$ divide each element $(i,j)$ of a matrix by the excitation energy $\Delta+h_i-h_j$, from majority orbital $j$ to minority orbital $i$. Define $Z=Gw$ and $Y=L_{\mathbf n}Z+ZL_{\mathbf n}$. With $X=\sum_k\xi^kX_k$, successive orders of the matrix equation give

$$X_1=-Z,\qquad X_2=\tfrac12G(L_{\mathbf n}X_1+X_1L_{\mathbf n})=-\tfrac12GY,$$
$$X_3=G\big[\tfrac12(L_{\mathbf n}X_2+X_2L_{\mathbf n})+Zw^\dagger Z\big].$$

The energies are $E_{k+1}=\operatorname{tr}w^\dagger X_k$. Since $G$ multiplies elements by real numbers, $\operatorname{tr}(w^\dagger GM)=\operatorname{tr}(Z^\dagger M)$ for any $M$. Cyclic reordering of the trace then yields

$$E_1=0,\quad E_2=-\operatorname{tr}w^\dagger Z,\quad E_3=-\tfrac12\operatorname{tr}Z^\dagger Y,$$
$$E_4=-\tfrac14\operatorname{tr}Y^\dagger GY+\operatorname{tr}Z^\dagger Zw^\dagger Z .$$

Each $w$ or $Z$ carries one $\mathbf e_+$, each adjoint one $\mathbf e_-$, and each $L_{\mathbf n}$ one $\mathbf n$. What remains are traces of components of $\mathbf L$ with $G$ in between. These are constant tensors with cubic symmetry, because $G$ depends only on $h$ and the number $\Delta$.

Rotations by $180^\circ$ about the cube axes reverse two coordinates at a time. A tensor component can survive only if the numbers of its $x$, $y$ and $z$ indices are all even or all odd. The other rotations relate the survivors:

- Two indices: the tensor is proportional to $\delta_{\alpha\beta}$. It is contracted with $\mathbf e_-$ and $\mathbf e_+$, and $\mathbf e_-\cdot\mathbf e_+=2$.
- Three indices: each of $x,y,z$ appears once, and a $90^\circ$ rotation makes the tensor antisymmetric, proportional to $\epsilon_{\alpha\beta\gamma}$. It gives $\mathbf e_-\cdot(\mathbf n\times\mathbf e_+)=-2i$, because $\mathbf n\times\mathbf e_+=-i\mathbf e_+$.
- Four indices: besides products of two $\delta$ symbols there is a term that requires all four indices to be equal.

The first two results are constants, so $E_2$ and $E_3$ are isotropic. At fourth order the products of $\delta$ symbols also give constants, but the last term does not. Using $(e_-)_\alpha(e_+)_\alpha=1-n_\alpha^2$, the two traces in $E_4$ contain respectively

$$\sum_\alpha(1-n_\alpha^2)n_\alpha^2=2Q,\qquad \sum_\alpha(1-n_\alpha^2)^2=2-2Q .$$

This again gives $E_4=c+\kappa_4Q$, now with a formula from which $\kappa_4$ can be calculated.

## The size of the term and the assumptions behind it

### Symbols carried over

The filled-shell model has cubic splitting $D$ ($e_g$ above $t_{2g}$ when $D>0$), exchange splitting $\Delta$ and spin-orbit constant $\xi$. The operator $w=L_+/2$, taken in the frame of $\mathbf n$, carries a majority electron to a minority orbital. $G$ divides by the excitation energy, $Z=Gw$, and $Y=L_{\mathbf n}Z+ZL_{\mathbf n}$. The fourth-order energy is

$$E_4=-\tfrac14\operatorname{tr}Y^\dagger GY+\operatorname{tr}Z^\dagger Zw^\dagger Z=c+\kappa_4Q,$$

with $Q=0$ along $[001]$ and $Q=1/3$ along $[111]$. Two directions therefore determine $\kappa_4=3(E_4[111]-E_4[001])$. The factors supplied by $G$ are

$$p=\frac1\Delta\ (t_{2g}\to t_{2g}),\quad q=\frac1{\Delta+D}\ (t_{2g}\to e_g),\quad r=\frac1{\Delta-D}\ (e_g\to t_{2g}).$$

An $e_g\to e_g$ element also has the factor $p$, since its excitation energy is $\Delta$. $\mathbf L$ has no matrix elements within $e_g$, so $Z$ has none either, but $Y$ contains two factors of $\mathbf L$ and can have them.

Two derivations have shown that, for a nondegenerate ground state and cubic symmetry with fourfold rotations, the energy is isotropic through third order in $\xi$ and has the form $c+\kappa_4Q$ at fourth order. What remains is to calculate $\kappa_4$ from the spin directions $[001]$ and $[111]$, and to examine its size and the limits of the assumptions.
